# Error of Rectangular Slicing in the Form Factor of a Trapezoidal Line

## Problem

A long, straight line has the cross-section of a symmetric trapezoid. Its height is $H$ and its half-width at height $z$ is

$$a(z)=a_0-sz,\qquad 0\le z\le H,$$

where $s$ is the half-width lost per unit height and $a(H)>0$. In the Born approximation, each part of the line scatters the undisturbed incident wave once. Per unit length and unit density, the form factor at real momentum transfer $(q_x,q_z)$ is then

$$F=\int_0^H dz\int_{-a(z)}^{a(z)}dx\;e^{-i(q_xx+q_zz)} .$$

The trapezoid is replaced by $N$ rectangles of height $h=H/N$. Rectangle $j$ is centred at $z_j=(j+\tfrac12)h$, with $j=0,\dots,N-1$, and has half-width $a(z_j)$. Call its form factor $F_N$. The shape and $(q_x,q_z)$ stay fixed as $N$ grows.

1. Find the leading term of $F_N-F$ and decide when the error falls as $1/N^2$.
2. Find a bound on $|F_N-F|$ that holds for every $N$.
3. Find what changes if each rectangle takes the width at the bottom of its slice.
4. Decide whether one $N$ can give the same relative accuracy at all momentum transfers.
5. For $H=60$ nm, bottom width 22 nm, top width 14 nm, $q_x=2\pi\cdot3/(40\ \text{nm})$ and $q_z=0.3\ \text{nm}^{-1}$, find the $N$ that brings the amplitude error below 1 % of $|F|$. Compare the slicing error with effects that the model omits.

## Solution

### Two sidewall waves

The integral over $x$ gives

$$F=\int_0^H g(z)\,e^{-iq_zz}\,dz,\qquad g(z)=\frac{2}{q_x}\sin[q_xa(z)],$$

with the limit $g=2a$ at $q_x=0$. For $q_x\ne0$, write the sine as a difference of exponentials. Since $a=a_0-sz$,

$$e^{\pm iq_xa(z)}e^{-iq_zz}=e^{\pm iq_xa_0}e^{-i\kappa_\pm z},\qquad \kappa_\pm=q_z\pm sq_x .$$

Define

$$I(\kappa)=\int_0^He^{-i\kappa z}dz,\qquad P_\pm=e^{\pm iq_xa_0}I(\kappa_\pm).$$

The factor $2/q_x$ times the $1/(2i)$ of the sine leaves $1/(iq_x)$, so

$$F=\frac{P_+-P_-}{iq_x}.$$

The corresponding cosine integral will also be needed:

$$G=\int_0^H\cos[q_xa(z)]\,e^{-iq_zz}dz=\frac{P_++P_-}{2}.$$

Each $P_\pm$ belongs to one sidewall. The right wall, $x=a_0-sz$, has tangent $(-s,1)$, and the scalar product of $(q_x,q_z)$ with this vector is $q_z-sq_x=\kappa_-$. When $\kappa_-=0$, the momentum transfer is normal to the right wall and all its points scatter in phase. The left wall is described in the same way by $\kappa_+$.

### What slicing does to each wave

Set $z=z_j+u$ in slice $j$, with $-h/2\le u\le h/2$, and let $\operatorname{sinc}x=\sin x/x$. A sidewall wave of the trapezoid contributes

$$e^{-i\kappa_\pm z_j}\int_{-h/2}^{h/2}e^{-i\kappa_\pm u}du
=h\,e^{-i\kappa_\pm z_j}\operatorname{sinc}\frac{\kappa_\pm h}{2}.$$

In the rectangle the half-width is frozen at $a(z_j)$. The phase at the centre is unchanged, but inside the slice it varies with $q_z$ alone:

$$e^{-i\kappa_\pm z_j}\int_{-h/2}^{h/2}e^{-iq_zu}du
=h\,e^{-i\kappa_\pm z_j}\operatorname{sinc}\frac{q_zh}{2}.$$

The ratio of the two contributions is the same in every slice. Therefore

$$F_N=\frac{R_+P_+-R_-P_-}{iq_x},\qquad
R_\pm=\frac{\operatorname{sinc}(q_zh/2)}{\operatorname{sinc}(\kappa_\pm h/2)}.$$

This identity holds at finite $N$ if neither denominator is zero. At fixed momentum transfer the denominators are nonzero once $|\kappa_\pm|h<2\pi$.

### The leading error

Because $\operatorname{sinc}x=1-x^2/6+O(x^4)$,

$$R_\pm=\frac{1-q_z^2h^2/24+O(h^4)}{1-\kappa_\pm^2h^2/24+O(h^4)}
=1+\frac{h^2}{24}(\kappa_\pm^2-q_z^2)+O(h^4).$$

There is no $h^3$ term, since $R_\pm$ is even in $h$. From the definition of $\kappa_\pm$,

$$\kappa_\pm^2-q_z^2=s^2q_x^2\pm2sq_xq_z .$$

Insert this into $F_N-F$. The part common to both walls multiplies $P_+-P_-$. The part of alternating sign multiplies $P_++P_-$, because its sign cancels the minus sign in front of $P_-$:

$$F_N-F=\frac{h^2}{24}\left[s^2q_x^2\frac{P_+-P_-}{iq_x}
+2sq_xq_z\frac{P_++P_-}{iq_x}\right]+O(h^4).$$

The first fraction is $F$. In the second term, $P_++P_-=2G$ and $1/i=-i$. With $h=H/N$,

$$\boxed{F_N-F=\frac{H^2}{24N^2}\,C+O(N^{-4}),\qquad
C=s^2q_x^2F-4isq_zG.}$$

The case $q_x=0$ can be done directly. At offset $u$ from the slice centre, the rectangle is wider than the trapezoid by $2su$. Hence

$$F_N-F=2s\sum_je^{-iq_zz_j}\int_{-h/2}^{h/2}u\,e^{-iq_zu}du .$$

The integral is $-iq_zh^3/12+O(h^5)$, and $h\sum_je^{-iq_zz_j}$ tends to $G$ with an error of order $h^2$. The result is $-isq_zh^2G/6$, which agrees with the boxed formula at $q_x=0$.

### When the law is 1/N²

The error falls asymptotically as $1/N^2$ if and only if $C\ne0$. If $C=0$, it is of order $1/N^4$ or smaller. The error is exactly zero in several cases, among them these three:

- For vertical walls, $s=0$, and the rectangles rebuild the line.
- At $q_x=q_z=0$, $F$ is the area. Midpoint widths preserve the area of each slice because the width is linear in $z$.
- At $q_x=0$ and $q_zH=2\pi m$, with $m$ a nonzero integer, the slice phases satisfy
$$\sum_je^{-iq_zz_j}=e^{-iq_zh/2}\,\frac{1-e^{-iq_zH}}{1-e^{-iq_zh}}=0,$$
provided that $N$ does not divide $m$. If it does, the denominator also vanishes and this argument fails. That can happen only for $N\le|m|$.

At $q_z=0$ with $q_x\ne0$, the coefficient reduces to $C=s^2q_x^2F$. If $F\ne0$, the relative error is then $s^2q_x^2h^2/24$ to leading order. It depends on how far the wall moves sideways within one slice, measured against $1/q_x$.

### A bound for every N

The asymptotic formula does not say how large $N$ must be. A bound follows from Taylor's theorem. The derivatives of $g$ are

$$g'=-2s\cos(q_xa),\qquad g''=-2s^2q_x\sin(q_xa),$$

so $|g'|\le2|s|$ and $|g''|\le2s^2|q_x|$. Within slice $j$,

$$g(z_j)-g(z_j+u)=-g'(z_j)u-r(u),\qquad |r(u)|\le s^2|q_x|u^2 .$$

In the linear term, only the odd part of $e^{-iq_zu}$ survives integration. Using $|\sin(q_zu)|\le|q_zu|$,

$$\left|\int_{-h/2}^{h/2}u\,e^{-iq_zu}du\right|
\le|q_z|\int_{-h/2}^{h/2}u^2du=\frac{|q_z|h^3}{12}.$$

The linear term therefore contributes at most $|s||q_z|h^3/6$ per slice, and the remainder at most $s^2|q_x|h^3/12$. There are $N$ slices and $Nh^3=H^3/N^2$, so

$$|F_N-F|\le\frac{H^3}{N^2}\left(\frac{|s||q_z|}{6}+\frac{s^2|q_x|}{12}\right).$$

The error is thus $O(1/N^2)$ without any condition on $C$. The bound ignores cancellation between slices and can be much larger than the error.

### Widths taken at the slice bottom

With bottom widths, $g(z_j-h/2)$ replaces $g(z_j)$. To first order,

$$g(z_j-h/2)-g(z_j+u)=-g'(z_j)\left(\frac h2+u\right)+O(h^2).$$

The term in $u$ again integrates to a higher order, but the constant $h/2$ does not. Summing over slices gives

$$F_N^{\text{bottom}}-F=-\frac h2\int_0^Hg'e^{-iq_zz}dz+O(h^2)=shG+O(h^2).$$

For $sG\ne0$ the error falls only as $1/N$. The midpoint choice gains one order because it removes this systematic excess of width.

### One N does not serve all momentum transfers

The steps along each staircase wall repeat at height intervals of $h$. When $\kappa_+=2\pi/h$, all its slices add in phase in the left-wall wave, although the smooth wall gives $I(\kappa_+)=0$. At this point $q_zh/2=\pi-sq_xh/2$, so for small $sq_xh$ the false contribution to $F_N$ has magnitude

$$\frac{H}{|q_x|}\left|\operatorname{sinc}\frac{q_zh}{2}\right|\approx\frac{|s|Hh}{2\pi}.$$

The true form factor there comes from the right wall alone. As $|I(\kappa)|\le2/|\kappa|$ and $\kappa_-\approx2\pi/h$, its magnitude is at most about $h/(\pi|q_x|)$. Both quantities fall as $h$.

Slicing also changes the right-wall wave. Here $\kappa_-h/2=\pi-sq_xh$, so $R_-\approx\tfrac12$, and this wave is wrong by half its value. Subtracting that change from the false contribution, in the least favourable phase, gives for $|sq_x|H>1$

$$\frac{|F_N-F|}{|F|}\gtrsim\frac{|sq_x|H-1}{2}.$$

For $s\ne0$, $q_x$ can always be chosen so that $|sq_x|H>1$. The relative error at the satellite then does not vanish as $N$ grows, because the satellite moves to larger $q_z$. For smaller $|sq_x|H$ the inequality gives nothing, and the error at the satellite can be only a few per cent. There is no conflict with the $1/N^2$ law, which holds at fixed momentum transfer.

### Numbers for the given line

The slope is $s=(22-14)/(2\cdot60)=0.0667$, which is a sidewall angle of $86.2^\circ$. The momentum transfers are $q_x=0.47124\ \text{nm}^{-1}$ and $q_z=0.3\ \text{nm}^{-1}$. The sidewall waves are

$$P_+=-0.1387-2.9833i\ \text{nm},\qquad P_-=5.6945-4.5560i\ \text{nm}.$$

Their difference and half-sum give

$$F=\frac{-5.8332+1.5727i}{0.47124\,i}=3.337+12.378i\ \text{nm}^2,$$

$$G=2.778-3.770i\ \text{nm}.$$

Thus $|F|=12.82\ \text{nm}^2$, compared with a cross-section area of $1080\ \text{nm}^2$. What remains at this momentum transfer is a small residue of interference.

With $s^2q_x^2=0.000987\ \text{nm}^{-2}$ and $4sq_z=0.08\ \text{nm}^{-1}$,

$$C=(0.0033+0.0122i)+(-0.3016-0.2222i)=-0.298-0.210i .$$

The second bracket, from the combined action of wall slope and $q_z$, dominates. The leading error is $H^2|C|/(24N^2)=54.72\ \text{nm}^2/N^2$. Direct quadrature of the trapezoid and the rectangles gives:

| $N$ | $\lvert F_N-F\rvert$ (nm²) | relative to $\lvert F\rvert$ | $N^2\lvert F_N-F\rvert$ (nm²) |
|---:|---:|---:|---:|
| 5 | 2.783 | 21.7 % | 69.6 |
| 10 | 0.575 | 4.48 % | 57.5 |
| 20 | 0.138 | 1.08 % | 55.4 |
| 40 | 0.0343 | 0.268 % | 54.9 |
| 80 | 0.0086 | 0.067 % | 54.8 |

The last column approaches 54.72 nm². Between $N=32$ and $N=64$ the fitted power is $-2.005$. Over the same step, the deviation from the leading law falls from 0.46 % to 0.11 %, a factor of about four, as an $h^4$ correction requires. At $N=10$ the bound is 7.58 nm², about thirteen times the error.

For a 1 % amplitude error,

$$N\approx\sqrt{\frac{54.72}{0.01\times12.82}}=20.7 .$$

A direct search up to $N=200$ also gives $N=21$. With bottom widths, the error at $N=20$ is 7.4 % of $|F|$ instead of 1.08 %.

The false satellite for $N=10$ lies at $q_z=1.016\ \text{nm}^{-1}$. With $q_x$ unchanged, the relative amplitude error there is 78 %. Raising $N$ to 40 at that same point reduces it to 0.6 %. The largest $q_z$ in a data set must therefore enter the choice of $N$.

### Intensity and the real measurement

A detector records intensity. For $F\ne0$, put $\epsilon=(F_N-F)/F$. Then

$$\frac{|F_N|^2}{|F|^2}-1=2\operatorname{Re}\epsilon+|\epsilon|^2
=\frac{h^2}{12}\operatorname{Re}\frac CF+O(h^4).$$

Here the leading term is $-6.56/N^2$, or about $-1.5$ % at $N=21$. At a zero of $F$ a relative error has no meaning, and the absolute error should be used.

The dimensions are rough typical values for transmission small-angle X-ray scattering from etched semiconductor line gratings, with a pitch of 40 nm and a photon energy of 17 keV. The chosen point is in the third grating order and needs a beam tilt of about $32.5^\circ$. Real lines depart from the assumption of smooth, sharp-cornered walls. If each wall is displaced as a whole by a Gaussian random distance of 1 nm rms, averaging the amplitude multiplies the coherent intensity by $e^{-q_x^2\sigma^2}$, where $\sigma$ is the rms displacement. This lowers it by 20 %. Rounding both top corners with quarter circles of 2 nm radius, sheared horizontally to follow the sloping walls, raises it by 27 %. The shear leaves the removed area unchanged. The value depends on how the corner is drawn: true circular arcs of the same radius, tangent to the top and to the walls, raise the intensity by 22 %. The rounding removes only $2(2\ \text{nm})^2(1-\pi/4)=1.7\ \text{nm}^2$ of area, but the amplitude it is compared with is just 12.8 nm².

The Born approximation itself is a smaller concern here. For an assumed 700 electrons/nm³, the phase shift over the line height is 0.009 rad. An eikonal calculation, which follows the accumulated phase along straight rays through the line and its neighbours, changes the intensity by $-0.07$ %. Absorption with an assumed attenuation length of 0.5 mm would change it by $-0.014$ % if the whole slanted height were solid, which is the printed estimate. The lines fill only about 45 % of the pitch, and the change for the grating is about $-0.006$ %; absorption in the substrate is not included. The leading slicing error equals the eikonal change near $N=98$. The changes from roughness and rounding have opposite signs. Their intensity factors multiply, and for the values assumed here they nearly cancel, leaving a net change of about $+1$ % with the sheared corners and about $-2$ % with tangent circular arcs. Either effect alone changes the intensity by tens of per cent, so this cancellation cannot be relied on when the roughness and the corner radius are unknown. In that case, if roughness and corner shape are left out of the model, going beyond about 20 slices at this momentum transfer brings little real gain in accuracy. If they are included, the slicing error has to be kept below the accuracy wanted from the fit. The full values are in the numerical output below.

## Values computed for the example and the checks

```
pitch 40 nm, height H 60 nm
bottom width 22 nm, top width 14 nm
bottom half-width a0: 11.0 nm; wall slope s: 0.06667
sidewall angle: 86.19 deg
grating order 3: qx = 0.47124 1/nm; qz = 0.300 1/nm
kappa+ = 0.33142 1/nm; kappa- = 0.26858 1/nm
cross-section area: 1080.0 nm^2
sidewall wave P+: -0.1387 -2.9833i nm
sidewall wave P-: 5.6945 -4.5560i nm
F: 3.3374 +12.3784i nm^2
|F|: 12.8205 nm^2
G: 2.7779 -3.7696i nm
C: -0.2983 -0.2100i (dimensionless)
H^2 |C| / 24: 54.719 nm^2
N, |F_N-F| (nm^2), |F_N-F|/|F| (%), N^2 |F_N-F| (nm^2):
    5  2.78334  21.7101  69.583
   10  0.57451  4.4812  57.451
   20  0.13840  1.0795  55.361
   40  0.03430  0.2675  54.877
   80  0.00856  0.0667  54.758
error exponent, N = 32 to 64: -2.0049
deviation from leading law, N = 32: 0.460 %
deviation from leading law, N = 64: 0.114 %
rigorous bound, N = 10: 7.577 nm^2
N estimated for 1 % amplitude error: 20.66
N needed for 1 % (direct search to 200): 21
bottom-edge widths, N = 20: error 7.42 % of |F|
bottom-edge exponent, N = 256 to 512: -1.0004
N^2 x relative intensity error, leading: -6.562
relative intensity error, N = 64: -0.1602 %
qz = 0, N = 16: relative error 0.0579 %
false satellite for N = 10: qz = 1.0158 1/nm
  relative amplitude error there, N = 10: 77.7 %
  relative amplitude error there, N = 40: 0.61 %
photon energy 17 keV, wavelength 0.07293 nm
half scattering angle: 0.1858 deg
beam tilt from line height axis: 32.48 deg
electron density: 700 1/nm^3
phase shift over height H: 0.00863 rad
neglected effects, relative change of intensity:
  eikonal refraction and rescattering: -0.068 %
  edge roughness 1 nm rms: -19.91 %
  top corner radius 2 nm: 26.51 %
  absorption, length 0.5 mm: -0.0142 %
N where slicing equals eikonal change (leading): 98.3
```
